# Matrix elements of correlated Gaussians with a global vector, part 2

The task is to find the matrix elements $\langle f'|O|f\rangle=\int f'^{*}\,O f\,d^{3N}x$, with primes marking the bra, between functions of $N$ relative coordinates $\mathbf x_i$,

$$f_{KLM}(u,A;x)=|\mathbf v|^{2K}\,\mathcal Y_{LM}(\mathbf v)\,e^{-\frac12x^TAx},\qquad \mathbf v=\sum_iu_i\mathbf x_i .\tag{1}$$

Here $x^TAx=\sum_{ij}A_{ij}\,\mathbf x_i\cdot\mathbf x_j$, $A$ is real, symmetric and positive definite, $u$ is a real column, and $\mathcal Y_{LM}(\mathbf v)=|\mathbf v|^LY_{LM}(\hat{\mathbf v})$ is harmonic, with orthonormal $Y_{LM}$. Hartree atomic units are used, $T=-\tfrac12\sum_{ij}\Lambda_{ij}\nabla_i\cdot\nabla_j$ with real symmetric $\Lambda$, and $r=|w^Tx|$ is an interparticle distance. Define

$$C=A+A',\quad G_0=\left[\frac{(2\pi)^N}{\det C}\right]^{3/2},\quad q=\tfrac12u^TC^{-1}u,\quad q'=\tfrac12u'^TC^{-1}u',\quad \rho=u'^TC^{-1}u,\tag{3}$$

$$B_{kl}=\frac{4\pi\,(2k+l)!}{2^k\,k!\,(2k+2l+1)!!},\tag{4}$$

$$F(q,q',\rho)=\frac{(2K+L)!\,(2K'+L)!}{B_{KL}B_{K'L}}\sum_{k=0}^{\min(K,K')}B_{kL}\,\frac{q^{K-k}\,q'^{\,K'-k}\,\rho^{2k+L}}{(K-k)!\,(K'-k)!\,(2k+L)!}.\tag{5}$$

For $L'=L$, $M'=M$ (other elements vanish), the first derivation has proved

$$\langle f'|f\rangle=G_0F.\tag{6}$$

$$\langle f'|T|f\rangle=G_0\,(R+P\,\partial_q+P'\partial_{q'}+Q\,\partial_\rho)F,\tag{7}$$

with $a=A'C^{-1}u$, $a'=AC^{-1}u'$, $R=\tfrac32\operatorname{Tr}(\Lambda AC^{-1}A')$, $P=-\tfrac12a^T\Lambda a$, $P'=-\tfrac12a'^T\Lambda a'$, $Q=a'^T\Lambda a$, and

$$\langle f'|V(|w^Tx|)|f\rangle=G_0\sum_{n=0}^{K+K'+L}V_n\,\frac{(-\kappa/2)^n}{(3/2)_n}\,D^nF,\qquad V_n=4\pi\Big(\frac{\kappa}{2\pi}\Big)^{3/2}\!\int_0^\infty\! r^2V(r)\,e^{-\kappa r^2/2}L_n^{(1/2)}\!\big(\tfrac12\kappa r^2\big)\,dr,\tag{8}$$

with $1/\kappa=w^TC^{-1}w$, $\gamma=w^TC^{-1}u$, $\gamma'=w^TC^{-1}u'$, $D=\gamma^2\partial_q+\gamma'^2\partial_{q'}+2\gamma\gamma'\partial_\rho$, $(\alpha)_n=\alpha(\alpha+1)\cdots(\alpha+n-1)$, $\eta=\tfrac12\kappa r^2$ and

$$L_n^{(\alpha)}(\eta)=\sum_{j=0}^n\frac{(\alpha+1)_n}{(\alpha+1)_j}\,\frac{(-\eta)^j}{j!\,(n-j)!}.$$

The Coulomb result, still to be derived, is

$$\Big\langle f'\Big|\frac1{|w^Tx|}\Big|f\Big\rangle=G_0\sqrt{\frac{2\kappa}{\pi}}\sum_n\frac{(-\kappa/2)^nD^nF}{(2n+1)\,n!}=G_0\sqrt{\frac{2\kappa}{\pi}}\int_0^1\!F\big(q-\tfrac12\kappa\gamma^2t^2,\;q'-\tfrac12\kappa\gamma'^2t^2,\;\rho-\kappa\gamma\gamma't^2\big)\,dt.\tag{9}$$

The first derivation used shifted Gaussians $g(s;A)=\exp(-\tfrac12x^TAx+s^Tx)$ with $\mathbf s_i=\lambda u_i\mathbf e$, $\lambda$ real and $\mathbf e$ a unit vector:

$$f_{KLM}(u,A)=\frac1{B_{KL}}\int d\mathbf e\;Y_{LM}(\mathbf e)\,\partial_\lambda^{\,2K+L}g(\lambda u\mathbf e;A)\Big|_{\lambda=0}.\tag{11}$$

With $\sigma=s+s'$, $\mathbf z=w^TC^{-1}\sigma$ and $\Phi=q\lambda^2+q'\lambda'^2+\rho\,\lambda\lambda'\,\mathbf e\cdot\mathbf e'=\tfrac12\sigma^TC^{-1}\sigma$,

$$\langle g'|g\rangle=G_0\exp\big(\tfrac12\sigma^TC^{-1}\sigma\big).\tag{12}$$

$$\langle g'|\delta(w^Tx-\mathbf r)|g\rangle=G_0e^\Phi\Big(\frac\kappa{2\pi}\Big)^{3/2}e^{-\kappa(\mathbf r-\mathbf z)^2/2}.\tag{13}$$

Under projection, factors $\lambda^2$, $\lambda'^2$, $\lambda\lambda'\mathbf e\cdot\mathbf e'$ multiplying $e^\Phi$ become $\partial_q,\partial_{q'},\partial_\rho$ acting on $F$. One integration by parts gives $T$ its symmetric form, $\langle g'|T|g\rangle=\tfrac12\sum_{ij}\Lambda_{ij}\int\nabla_ig'\cdot\nabla_jg$.

### Coulomb potential

The moments need the Laguerre generating function. Put $n=j+m$ in the definition, note $(\alpha+1)_{j+m}/(\alpha+1)_j=(\alpha+1+j)_m$, and sum over $m$ with the binomial series $\sum_m(\beta)_mt^m/m!=(1-t)^{-\beta}$:

$$\sum_nL_n^{(\alpha)}(\eta)\,t^n=\sum_j\frac{(-\eta t)^j}{j!}(1-t)^{-\alpha-1-j}=(1-t)^{-\alpha-1}e^{-\eta t/(1-t)}.\tag{14}$$

In the variable $\eta$, $r=\sqrt{2\eta/\kappa}$ and $dr=d\eta/\sqrt{2\kappa\eta}$, so $4\pi(\kappa/2\pi)^{3/2}r^2dr=(2/\sqrt\pi)\,\eta^{1/2}d\eta$. With $1/r=\sqrt{\kappa/2}\;\eta^{-1/2}$ this gives $V_n=\sqrt{2\kappa/\pi}\int_0^\infty e^{-\eta}L_n^{(1/2)}d\eta$. Integrating (14) against $e^{-\eta}$ yields $(1-t)^{-3/2}\,[1+t/(1-t)]^{-1}=(1-t)^{-1/2}$, whose $t^n$ coefficient is $(1/2)_n/n!$. Finally $(1/2)_n/(3/2)_n=\tfrac12/(n+\tfrac12)=1/(2n+1)$, which is the first form of (9). Writing $1/(2n+1)=\int_0^1t^{2n}dt$ turns the sum into $\int_0^1\exp(-\tfrac12\kappa t^2D)F\,dt$. The exponential of a first-order operator with constant coefficients is the Taylor series of a shift, here by $-\tfrac12\kappa t^2(\gamma^2,\gamma'^2,2\gamma\gamma')$, and this is the second form of (9).

## Second derivation: Gaussian averages of harmonic polynomials

### An average as a differential operator

Write $h_{KLM}(\mathbf v)=|\mathbf v|^{2K}\mathcal Y_{LM}(\mathbf v)$, and let $\langle\cdot\rangle$ be the average with the normalized weight $e^{-x^TCx/2}/G_0$. The overlap is $G_0\langle p\rangle$ with $p(\mathbf v,\mathbf v')=h^*_{K'L'M'}(\mathbf v')\,h_{KLM}(\mathbf v)$ and $\mathbf v'=u'^Tx$.

The gradient of the weight with respect to $x_{j\mu}$ is $-(Cx)_{j\mu}$ times the weight. Multiplying by $C^{-1}$, $x_{i\mu}$ times the weight equals $-\sum_j(C^{-1})_{ij}\partial_{j\mu}$ of the weight, and an integration by parts gives, for any polynomial $\phi(x)$,

$$\langle x_{i\mu}\,\phi\rangle=\sum_j(C^{-1})_{ij}\langle\partial_{j\mu}\phi\rangle .\tag{15}$$

Let $\phi$ be homogeneous of degree $d$. Euler's theorem gives $d\,\phi=\sum x_{i\mu}\partial_{i\mu}\phi$, and (15) then gives $d\,\langle\phi\rangle=2\langle\mathcal O\phi\rangle$ with $\mathcal O=\tfrac12\sum_{ij}(C^{-1})_{ij}\nabla_i\cdot\nabla_j$. The polynomial $\mathcal O\phi$ has degree $d-2$. For $d=2m$ the recursion runs $\langle\phi\rangle=\langle\mathcal O\phi\rangle/m=\langle\mathcal O^2\phi\rangle/[m(m-1)]=\dots=\mathcal O^m\phi/m!$, a constant. For odd $d$ it ends at degree one, where $\mathcal O$ gives zero. Both cases are contained in $\langle\phi\rangle=e^{\mathcal O}\phi|_{x=0}$. On a function of $\mathbf v$ and $\mathbf v'$ the chain rule gives $\nabla_i=u_i\nabla+u'_i\nabla'$, where $\nabla$ and $\nabla'$ act on the first and second argument, and this holds even if $u$ and $u'$ are proportional. Therefore

$$\langle p\rangle=\exp\big(q\nabla^2+q'\nabla'^2+\rho\,\nabla\cdot\nabla'\big)\,p\,\Big|_{\mathbf v=\mathbf v'=0}.\tag{16}$$

The three numbers have a plain meaning: $2q$ and $2q'$ are the variances of a Cartesian component of $\mathbf v$ and of $\mathbf v'$, and $\rho$ is their covariance.

### The three operators on harmonic polynomials

The product rule gives $\nabla^2(|\mathbf v|^{2k}\mathcal Y)=\mathcal Y\nabla^2|\mathbf v|^{2k}+2\nabla|\mathbf v|^{2k}\cdot\nabla\mathcal Y+|\mathbf v|^{2k}\nabla^2\mathcal Y$. The last term is zero. In the first, $\nabla^2v^{2k}=v^{-2}\,d(v^2\,2kv^{2k-1})/dv=2k(2k+1)v^{2k-2}$. In the second, $\nabla v^{2k}=2kv^{2k-2}\mathbf v$ and $\mathbf v\cdot\nabla\mathcal Y=L\mathcal Y$. Together, $\nabla^2h_{kLM}=2k(2k+2L+1)\,h_{k-1,LM}$. Define

$$N_{kL}=\prod_{j=1}^k2j(2j+2L+1)=\frac{2^kk!\,(2k+2L+1)!!}{(2L+1)!!}.$$

Then $(\nabla^2)^{K-k}h_{KLM}=(N_{KL}/N_{kL})\,h_{kLM}$, and more than $K$ Laplacians give zero.

After $K-k$ Laplacians on the ket and $K'-k'$ on the bra, the operator $(\nabla\cdot\nabla')^n/n!$ acts on $h^*_{k'L'M'}(\mathbf v')h_{kLM}(\mathbf v)$ and the arguments are set to zero. A nonzero value needs both degrees equal to $n$. Write two homogeneous polynomials of degree $n$ as $p_1=\sum_\alpha c_{1\alpha}v^\alpha$ and $p_2=\sum_\alpha c_{2\alpha}v^\alpha$, with a multi-index $\alpha=(\alpha_x,\alpha_y,\alpha_z)$ and $\alpha!=\alpha_x!\alpha_y!\alpha_z!$. The multinomial theorem gives $(\nabla\cdot\nabla')^n/n!=\sum_\alpha\partial^\alpha\partial'^\alpha/\alpha!$, and $\partial^\alpha p=\alpha!\,c_\alpha$, so

$$\frac{(\nabla\cdot\nabla')^n}{n!}\,p_1^*(\mathbf v')\,p_2(\mathbf v)=\sum_\alpha\alpha!\,c^*_{1\alpha}c_{2\alpha}=p_1^*(\nabla)\,p_2\equiv[p_1,p_2],$$

where $p_1^*(\nabla)$ is the polynomial with its variables replaced by derivatives. The middle expression shows $[p_2,p_1]=[p_1,p_2]^*$. For our polynomials $h^*_{k'L'M'}(\nabla)=\mathcal Y^*_{L'M'}(\nabla)\,(\nabla^2)^{k'}$. If $k'>k$ the Laplacians annihilate $h_{kLM}$, and if $k>k'$ the conjugate product vanishes for the same reason. So $k'=k$, and equal degrees then force $L'=L$. What is left is $N_{kL}\,[\mathcal Y_{LM'},\mathcal Y_{LM}]$.

This last product follows from (16) itself. Take $N=1$, $C=1$, $u=u'=1$, so $\rho=1$. On harmonic polynomials the two Laplacians give zero, and (16) reads $\langle\mathcal Y^*_{LM'}\mathcal Y_{LM}\rangle=[\mathcal Y_{LM'},\mathcal Y_{LM}]$. The left side in spherical coordinates is $\delta_{MM'}(2\pi)^{-3/2}\int_0^\infty r^{2L+2}e^{-r^2/2}dr$. The radial integral is $2^{L+1/2}\Gamma(L+\tfrac32)=(2L+1)!!\sqrt{\pi/2}$, and $\sqrt{\pi/2}/(2\pi)^{3/2}=1/4\pi$. Collecting the factors $q^{K-k}/(K-k)!$ and $q'^{K'-k}/(K'-k)!$ from the exponentials,

$$\langle p\rangle=\delta_{LL'}\delta_{MM'}\frac{(2L+1)!!}{4\pi}\sum_k\frac{N_{KL}N_{K'L}}{N_{kL}}\,\frac{q^{K-k}q'^{\,K'-k}\rho^{2k+L}}{(K-k)!\,(K'-k)!}.\tag{17}$$

The ratio arises as $(N_{KL}/N_{kL})(N_{K'L}/N_{kL})N_{kL}$. To compare with (5), note from (4) that $(2k+L)!/B_{kL}=(2L+1)!!\,N_{kL}/4\pi$. Equation (5) contains this combination twice in the numerator, for $K$ and $K'$, and once in the denominator, for $k$, which reproduces (17) term by term. So $\langle p\rangle=F$.

Differentiating (16) with respect to its three parameters brings down the corresponding operator, and (16) applied to the new polynomial turns the result back into an average. With $h'\equiv h^*_{K'LM}(\mathbf v')$ and $h\equiv h_{KLM}(\mathbf v)$,

$$\partial_qF=\langle h'\nabla^2h\rangle,\qquad\partial_{q'}F=\langle h\nabla'^2h'\rangle,\qquad\partial_\rho F=\langle\nabla'h'\cdot\nabla h\rangle .\tag{18}$$

### Kinetic energy

Now $\nabla_jf=[u_j\nabla h-(Ax)_jh]\,e^{-x^TAx/2}$, and similarly for the bra. The symmetric form of $T$ gives four terms,

$$\frac{2\langle f'|T|f\rangle}{G_0}=u'^T\Lambda u\,\langle\nabla'h'\cdot\nabla h\rangle-\langle h\,\nabla'h'\cdot(u'^T\Lambda Ax)\rangle-\langle h'\,\nabla h\cdot(u^T\Lambda A'x)\rangle+\langle h'h\;x^TA'\Lambda Ax\rangle .$$

Let $c=C^{-1}u$ and $c'=C^{-1}u'$. Then $A'c=a$, $Ac'=a'$, and, because $(A+A')c=u$, also $Ac=u-a$ and $A'c'=u'-a'$. By (15) and the chain rule, a factor $\mathbf x_i$ multiplying a function of $\mathbf v,\mathbf v'$ may be replaced by $c_i\nabla+c'_i\nabla'$ acting on it. With (18), the second term becomes $-u'^T\Lambda(u-a)\,\partial_\rho F-u'^T\Lambda a'\,\partial_{q'}F$, and the third becomes $-u^T\Lambda a\,\partial_qF-u^T\Lambda(u'-a')\,\partial_\rho F$. In the fourth, with $W=A'\Lambda A$, removing $\mathbf x_i$ by (15) lets the derivative act either on the other factor $\mathbf x_j$, giving $3(C^{-1})_{ij}$, or on $h'h$, after which $\mathbf x_j$ is removed in the same way:

$$\langle h'h\,x^TWx\rangle=3\operatorname{Tr}(WC^{-1})F+c^TWc\,\partial_qF+c'^TWc'\,\partial_{q'}F+(c^TWc'+c'^TWc)\,\partial_\rho F .$$

The four bilinear forms are $c^TWc=a^T\Lambda(u-a)$, $c'^TWc'=(u'-a')^T\Lambda a'$, $c^TWc'=a^T\Lambda a'$ and $c'^TWc=(u'-a')^T\Lambda(u-a)$. The coefficient of $F$ is $2R$. The coefficient of $\partial_qF$ is $-u^T\Lambda a+a^T\Lambda(u-a)=-a^T\Lambda a=2P$. The coefficient of $\partial_{q'}F$ is $-u'^T\Lambda a'+(u'-a')^T\Lambda a'=-a'^T\Lambda a'=2P'$. The coefficient of $\partial_\rho F$ is

$$u'^T\Lambda u-\big(u'^T\Lambda u-u'^T\Lambda a\big)-\big(u^T\Lambda u'-u^T\Lambda a'\big)+a^T\Lambda a'+\big(u'^T\Lambda u-u'^T\Lambda a-a'^T\Lambda u+a'^T\Lambda a\big).$$

The four $u'^T\Lambda u$ terms cancel in pairs, the two $u'^T\Lambda a$ terms cancel, the two $u^T\Lambda a'$ terms cancel, and $2a'^T\Lambda a=2Q$ remains. This is (7).

### Gaussian, Coulomb and general potentials

A Gaussian potential $V=e^{-\beta r^2/2}$ with $\beta\ge0$ joins the weight: it replaces $C$ by $C_\beta=C+\beta ww^T$, and its matrix element is an overlap. Two facts about a rank-one update are needed. The inverse is the Sherman–Morrison formula

$$C_\beta^{-1}=C^{-1}-\frac{\beta}{1+\beta/\kappa}\,C^{-1}ww^TC^{-1},$$

verified by multiplying with $C+\beta ww^T$: the coefficient of $ww^TC^{-1}$ is $\beta-\frac{\beta}{1+\beta/\kappa}(1+\beta/\kappa)=0$, since $w^TC^{-1}w=1/\kappa$. For the determinant, $C_\beta=C^{1/2}(1+\beta\,bb^T)C^{1/2}$ with $b=C^{-1/2}w$; the middle matrix has the eigenvalue $1+\beta b^Tb=1+\beta/\kappa$ along $b$ and 1 in all other directions, so $\det C_\beta=(1+\beta/\kappa)\det C$. Let $\theta=\beta/(\beta+\kappa)$, so that $1+\beta/\kappa=1/(1-\theta)$ and $\beta/(1+\beta/\kappa)=\kappa\theta$. Inserting $C_\beta$ in (3),

$$\langle f'|e^{-\beta|w^Tx|^2/2}|f\rangle=G_0(1-\theta)^{3/2}F\big(q-\tfrac12\kappa\theta\gamma^2,\;q'-\tfrac12\kappa\theta\gamma'^2,\;\rho-\kappa\theta\gamma\gamma'\big)=G_0(1-\theta)^{3/2}e^{-\kappa\theta D/2}F.\tag{19}$$

The Coulomb potential is a superposition of Gaussians, $1/r=\sqrt{2/\pi}\int_0^\infty e^{-\tau^2r^2/2}d\tau$. Put $\beta=\tau^2$ and $\theta=t^2$, so $\tau=\sqrt\kappa\,t/\sqrt{1-t^2}$ and $d\tau=\sqrt\kappa\,(1-t^2)^{-3/2}dt$ with $t$ running from 0 to 1. The Jacobian cancels the factor $(1-\theta)^{3/2}$ in (19) exactly, and the second form of (9) results. Expanding $e^{-\kappa t^2D/2}$ and integrating term by term gives the first form.

For a general $V$ this route proceeds by verification. Evaluate the moments in (8) for the Gaussian potential. Since $(\kappa+\beta)/\kappa=1/(1-\theta)$, they are $V_n=(2/\sqrt\pi)\int_0^\infty\eta^{1/2}e^{-\eta/(1-\theta)}L_n^{(1/2)}d\eta$. With (14) and $\int_0^\infty\eta^{1/2}e^{-b\eta}d\eta=\tfrac{\sqrt\pi}2b^{-3/2}$,

$$\sum_nV_nt^n=(1-t)^{-3/2}\Big[\frac1{1-\theta}+\frac t{1-t}\Big]^{-3/2}=\Big[\frac{1-t+t(1-\theta)}{1-\theta}\Big]^{-3/2}=\frac{(1-\theta)^{3/2}}{(1-\theta t)^{3/2}},$$

so $V_n=(1-\theta)^{3/2}(3/2)_n\theta^n/n!$. In (8) the factors $(3/2)_n$ cancel and the sum is $(1-\theta)^{3/2}e^{-\kappa\theta D/2}F$, which is (19). Equation (8) is thus true for every Gaussian potential. Both sides of (8) have the form $\int_0^\infty V(r)\,\varrho(r)\,dr$: on the left $\varrho$ is $f'^*f$ integrated over everything except $r=|w^Tx|$, on the right it is a polynomial times $r^2e^{-\kappa r^2/2}$. Both functions are continuous and decay like a Gaussian. Their integrals against $e^{-\beta r^2/2}$ agree for all $\beta\ge0$, which says that their Laplace transforms in the variable $r^2/2$ agree. A continuous integrable function is fixed by its Laplace transform, so the two functions are equal and (8) holds for every $V$ for which the moments $V_n$ in it exist.

## What each derivation assumes

Both derivations need $C=A+A'$ to be positive definite, which makes the integrals converge and removes the boundary terms, and both need orthonormal $Y_{LM}$. Neither uses a phase convention for $Y_{LM}$, since any phase cancels between bra and ket when $M'=M$.

The first derivation uses the addition theorem and the Legendre expansion of $t^n$, that is, the way the harmonics span the functions on a sphere. It moves derivatives through an integral and continues (12) to complex shifts. It never differentiates a solid harmonic and never uses $\nabla^2\mathcal Y_{LM}=0$ directly. It asks of an operator only that $\langle g'|O|g\rangle$ be known in closed form. For a scalar operator that element depends on $\mathbf e,\mathbf e'$ only through $\mathbf e\cdot\mathbf e'$, which is where the selection rules come from. For a tensor operator, or for a potential with a fixed direction or a fixed centre away from the origin, (11) remains true, and for the potentials so does (13); the integrals that follow must be done anew, but the route itself extends to such operators. It also constructs the Laguerre form (8) without knowing it in advance.

The second derivation uses that the prefactors are homogeneous polynomials and that $\mathcal Y_{LM}$ is harmonic. It needs no addition theorem, no auxiliary direction and no complex shift, and for the overlap and kinetic energy every sum is finite, so no question of convergence arises. It shows why $q$ and $q'$ disappear when $K=K'=0$: a harmonic polynomial has no contraction with itself, so all $L$ powers of $\mathbf v$ must be contracted with powers of $\mathbf v'$. Its weakness is the potential. It is direct for Gaussians and their superpositions, where the exchange of the $\tau$ and $x$ integrals is allowed because $|f'f|/r$ is integrable, but for a general $V$ it confirms (8) through the uniqueness of the Laplace transform and does not produce it. A tensor operator would need a fresh calculation.

The two are related. Applied to $p=\exp(\lambda\mathbf e\cdot\mathbf v+\lambda'\mathbf e'\cdot\mathbf v')$, the operator in (16) has the eigenvalue $e^\Phi$, and the rule that $\lambda^2$ becomes $\partial_q$ is the counterpart of (18). The first route diagonalizes the contraction operator on exponentials and then projects, and the second applies it to the polynomials themselves.

This part has obtained the Coulomb form (9), rederived the overlap and kinetic energy from Gaussian averages of harmonic polynomials, and confirmed (8) for general potentials. What remains is to examine limits and conditions, work through a two-electron ion with $Z=3$, and describe the numerical check.
